# Why a Better Trial State Lowers the Noise in Imaginary-Time Projection

When a quantum Monte Carlo energy is computed with a trial state that differs from the ground state by a small mixing angle $\theta$, the variance of the sampled local energy is, to leading order in a two-level system whose walkers occupy an orthonormal basis, with both ground-state amplitudes nonzero, and are sampled from the trial, mixed or fixed-time projected distribution,

$$
\sigma^2\simeq D^2\theta^2 ,
$$

where $D$ is the energy gap. The standard error of an average over a given number of independent samples is therefore proportional to $|\theta|$. Halving the trial error halves the error bar, or reaches the same error bar with about a quarter of the samples. At $\theta=0$ the noise vanishes, because every walker then reports the same energy.

## The model and its mixing angle

Let a walker occupy one of two basis states, $|L\rangle$ or $|R\rangle$. In this basis the Hamiltonian is

$$
H=\begin{pmatrix}-h&-t\\-t&h\end{pmatrix},\qquad h,t>0 .
$$

All amplitudes are real, and $\hbar=1$. Define $D=2\sqrt{h^2+t^2}$ and an angle $\varphi$ between $0$ and $\pi/4$ by

$$
h=\tfrac D2\cos2\varphi,\qquad t=\tfrac D2\sin2\varphi .
$$

The vector $|0\rangle=(\cos\varphi,\sin\varphi)$ is an eigenvector, as its two components show:

$$
\begin{aligned}
-h\cos\varphi-t\sin\varphi&=-\tfrac D2\cos(2\varphi-\varphi)=-\tfrac D2\cos\varphi,\\
-t\cos\varphi+h\sin\varphi&=-\tfrac D2\sin(2\varphi-\varphi)=-\tfrac D2\sin\varphi .
\end{aligned}
$$

Its energy is $E_0=-D/2$. The other eigenvector of a symmetric $2\times2$ matrix is orthogonal to the first, so $|1\rangle=(-\sin\varphi,\cos\varphi)$. The trace of $H$ is zero, which gives $E_1=+D/2$. Thus $D=E_1-E_0$ is the gap.

The trial state is

$$
|T\rangle=\cos\theta\,|0\rangle+\sin\theta\,|1\rangle .
$$

By the addition formulas its amplitudes are $T_L=\cos\alpha$ and $T_R=\sin\alpha$, with $\alpha=\varphi+\theta$. The angle $\theta$, in radians, measures the trial error: the weight of the wrong state in $|T\rangle$ is $\sin^2\theta$.

## Where the fluctuations come from

The local energy of a walker $|x\rangle$ is

$$
E_{\rm loc}(x)=\frac{\langle T|H|x\rangle}{\langle T|x\rangle},\qquad \langle T|x\rangle\ne0 .
$$

Subtract $E_0$ and let $H$ act to the left. The ground-state part of $\langle T|$ is annihilated by $H-E_0$, and the excited part is multiplied by $D$:

$$
\langle T|(H-E_0)=\cos\theta\,(E_0-E_0)\langle0|+\sin\theta\,(E_1-E_0)\langle1|
=D\sin\theta\,\langle1| .
$$

Hence

$$
E_{\rm loc}(x)-E_0=D\sin\theta\,\frac{\langle1|x\rangle}{\langle T|x\rangle}. \tag{1}
$$

This is the cause of the effect. The ground-state component of the trial contributes no deviation from $E_0$, wherever the walker is. The whole deviation comes from the contamination, and its amplitude is proportional to $\sin\theta$. A variance is an average of squared deviations, so it starts at order $\theta^2$ as long as $\langle T|x\rangle$ stays bounded away from zero on the walkers that are sampled.

Nothing in (1) requires $|x\rangle$ to be a basis state. It may be a superposition of $|L\rangle$ and $|R\rangle$. This matters for auxiliary-field methods, whose walkers are Slater determinants that are not restricted to one orthogonal basis. Such walkers can come arbitrarily close to $\langle T|x\rangle=0$, and then the variance need not be finite. Take superpositions spread uniformly in angle up to the node $\langle T|x\rangle=0$ and weighted by $\langle T|x\rangle\langle x|0\rangle$ where this is positive. The weight falls as the overlap while the squared deviation grows as its inverse square, so the variance diverges logarithmically for $\theta\neq0$. It stays finite if the walkers keep away from the node, or if their weight falls as the square of the overlap there.

In general the coefficient of $\theta^2$ depends on which states the walkers occupy and how they are distributed. From here on the walkers are the basis states $|L\rangle$ and $|R\rangle$. Two distributions mark the beginning and the end of a projection. Both tend to $\langle x|0\rangle^2$ as $\theta\to0$, so they share the coefficient $D^2$ and differ only at higher order.

## Before projection: sampling from the trial state

Let the probability of $x$ be $T_x^2$, where $T_x=\langle T|x\rangle$, and suppose that neither amplitude vanishes. The mean deviation is

$$
\sum_xT_x^2\,\frac{\langle T|(H-E_0)|x\rangle}{T_x}
=\langle T|(H-E_0)|T\rangle=D\sin^2\theta ,
$$

which is $E_T-E_0$, the excess of the trial energy $E_T=\langle T|H|T\rangle$. In the mean square deviation the factors $T_x^2$ cancel:

$$
\sum_xT_x^2\left(\frac{D\sin\theta\,\langle1|x\rangle}{T_x}\right)^2
=D^2\sin^2\theta\sum_x\langle1|x\rangle^2=D^2\sin^2\theta .
$$

Subtracting the square of the mean gives

$$
\sigma_T^2=D^2\sin^2\theta-D^2\sin^4\theta=D^2\sin^2\theta\cos^2\theta . \tag{2}
$$

Since $E_1-E_T=D\cos^2\theta$, this is also $(E_T-E_0)(E_1-E_T)$.

The excess energy and the noise have different orders. The excess $D\sin^2\theta$ is a systematic error of second order in $\theta$. The standard deviation $\sigma_T\simeq D|\theta|$ is of first order. A trial state whose mean energy is already good can therefore still have a considerable spread of local energies.

Equation (2) has two limits of use. First, it also vanishes at $\theta=\pi/2$, where the trial is the excited state and every local energy equals $E_1$. With both trial amplitudes nonzero, a zero variance identifies an eigenstate, but not which one. In this sampling, apart from $\theta=-\varphi$ where $T_R=0$, a smaller $|\theta|$ means a smaller variance as long as $|\theta|\le\pi/4$, where $\sin^2\theta\cos^2\theta=\tfrac14\sin^22\theta$ has its maximum.

Second, the condition $T_x\neq0$ is needed. At $\alpha=\pi/2$ the trial is $|R\rangle$, and the walker is never found at $L$. The sampled local energy is then the single number $h$, with no spread, although the variance of $H$ in the state $|R\rangle$ is $t^2$. The missing term is $\langle T|H|L\rangle^2=t^2$.

## After projection: the mixed distribution

Imaginary-time projection applies $e^{-\tau(H-E_0)}$ to the trial state:

$$
|\psi(\tau)\rangle=e^{-\tau(H-E_0)}|T\rangle
=\cos\theta\,|0\rangle+\sin\theta\,e^{-D\tau}|1\rangle . \tag{3}
$$

After a long time the ground state remains. If walkers are guided by $T$, they then represent the mixed distribution

$$
P(x)=\frac{\langle T|x\rangle\langle x|0\rangle}{\langle T|0\rangle},\qquad \langle T|0\rangle=\cos\theta .
$$

For this to be a probability in our model we require $0<\alpha<\pi/2$, which makes both trial amplitudes positive, like those of $|0\rangle$. The mean local energy is free of trial error:

$$
\sum_xP(x)E_{\rm loc}(x)=\frac{\langle T|H|0\rangle}{\langle T|0\rangle}=E_0 .
$$

The trial state still controls the noise. Inserting (1), and using $\langle1|L\rangle=-\sin\varphi$ and $\langle1|R\rangle=\cos\varphi$,

$$
\begin{aligned}
\sigma_M^2&=\frac{D^2\sin^2\theta}{\cos\theta}\sum_x\frac{\langle1|x\rangle^2\langle x|0\rangle}{T_x}\\
&=\frac{D^2\sin^2\theta}{\cos\theta}\left[\frac{\sin^2\varphi\cos\varphi}{\cos\alpha}+\frac{\cos^2\varphi\sin\varphi}{\sin\alpha}\right]\\
&=\frac{D^2\sin^2\theta}{\cos\theta}\,
\frac{\sin\varphi\cos\varphi\,(\sin\varphi\sin\alpha+\cos\varphi\cos\alpha)}{\sin\alpha\cos\alpha}.
\end{aligned}
$$

The bracket in the last numerator is $\cos(\alpha-\varphi)=\cos\theta$ and cancels the denominator. With $2\sin\varphi\cos\varphi=\sin2\varphi$, and the same for $\alpha$,

$$
\sigma_M^2=D^2\sin^2\theta\,\frac{\sin2\varphi}{\sin2(\varphi+\theta)} . \tag{4}
$$

For $|\theta|$ small compared with $\varphi$, that is, with the smaller ground-state amplitude, the fraction tends to 1, and $D^2\theta^2$ appears again. The comparison with $\varphi$ matters: for $\varphi=0.017$ and $\theta=0.05$ the fraction is only $0.25$. When one trial amplitude approaches zero, $\sin2\alpha\to0$ and the variance diverges: the mixed probability of that site falls only in proportion to $T_x$, while the local energy there grows as $1/T_x$, so the contribution of the site to the variance grows as $1/T_x$.

Within the allowed window, (4) grows steadily as $\theta$ moves away from zero in either direction. Its logarithmic derivative is

$$
\frac{d\ln\sigma_M^2}{d\theta}=2\left[\cot\theta-\cot2\alpha\right].
$$

The cotangent decreases between $0$ and $\pi$. For $\theta>0$ we have $2\alpha=2\varphi+2\theta>\theta$, so the bracket is positive. For $\theta=-s<0$ the bracket equals $-\cot s+\cot(\pi-2\alpha)$. Here $\pi-2\alpha=\pi-2\varphi+2s>s$, so the bracket is negative. Thus, for errors of a given sign, a smaller error gives a smaller variance throughout the window, not just at leading order.

## During projection: noise in the weights

A projection of finite length has a second source of noise. Walkers acquire weights, and unequal weights make some samples count more than others. These weights are governed by the same local energy.

To see this, follow the guided distribution $f(x,\tau)=T_x\langle x|\psi(\tau)\rangle$, which starts as $T_x^2$. During a short time $d\tau$,

$$
f(x',\tau+d\tau)=\sum_xK(x',x)f(x,\tau),\qquad
K(x',x)=T_{x'}\,\frac{\langle x'|1-d\tau(H-E_0)|x\rangle}{T_x}.
$$

For $x'\neq x$ the matrix element of $H$ is $-t$, so $K=d\tau\,t\,T_{x'}/T_x$. For $0<\alpha<\pi/2$, which is assumed throughout this section, this is positive and acts as a hopping probability. The sum over all destinations is

$$
\sum_{x'}K(x',x)=1-d\tau\,[E_{\rm loc}(x)-E_0] .
$$

To first order in $d\tau$, one step is therefore a random hop with rate $t\,T_{x'}/T_x$, together with multiplication by this sum. The product of the factors along a path is

$$
w=\exp\left[-\int_0^\tau\big(E_{\rm loc}(x(\tau'))-E_0\big)\,d\tau'\right].
$$

By (1), near $\theta=0$ there is a constant $C$ such that $|E_{\rm loc}-E_0|\le C|\theta|$ on both sites. Hence $|\ln w|\le C\tau|\theta|$. At fixed $\tau$ this means $w=1+O(\theta)$, and the relative variance $\langle w^2\rangle/\langle w\rangle^2-1$ is $O(\theta^2)$. Angle brackets without a state inside denote averages over random paths. The statement holds at fixed $\tau$; the bound on $\ln w$ loosens as $\tau$ grows.

The projected energy uses the local energy at the end of each path:

$$
E(\tau)=\frac{\langle wE_{\rm loc}\rangle}{\langle w\rangle}
=\frac{\langle T|H|\psi(\tau)\rangle}{\langle T|\psi(\tau)\rangle}.
$$

Equation (3), with $\langle T|(H-E_0)=D\sin\theta\langle1|$, gives its remaining bias:

$$
E(\tau)-E_0=\frac{D\sin^2\theta\,e^{-D\tau}}{\cos^2\theta+\sin^2\theta\,e^{-D\tau}} . \tag{5}
$$

Now take $N$ independent paths with weights $w_i$ and final local energies $e_i$. The error of the weighted average is

$$
\frac{\sum_iw_ie_i}{\sum_iw_i}-E(\tau)=\frac{\sum_iw_i\,[e_i-E(\tau)]}{\sum_iw_i}.
$$

Each term of the numerator has zero mean, by the definition of $E(\tau)$. The mean square of the numerator is thus $N$ times that of one term. For large $N$ the denominator may be replaced by $N\langle w\rangle$. The squared standard error becomes

$$
\frac{s^2}{N},\qquad s^2=\frac{\langle w^2[E_{\rm loc}-E(\tau)]^2\rangle}{\langle w\rangle^2}. \tag{6}
$$

This includes both sources of noise. For small $\theta$, the weights are $1+O(\theta)$, and $E(\tau)$ differs from $E_0$ by $O(\theta^2)$. The hops alone preserve the distribution $T_x^2$, because the flow from $L$ to $R$, $T_L^2\,tT_R/T_L=tT_LT_R$, equals the reverse flow. The leading term of $s^2$ is therefore the mean square deviation found before (2), $D^2\sin^2\theta$, so that

$$
s^2=D^2\theta^2+O(\theta^3)\qquad(\tau\ \text{fixed}).
$$

At $\theta=0$ every path has $w=1$ and ends with energy $E_0$. A single path would then give the ground-state energy.

## Numbers for three trial states

Take the round parameters $h=60$ and $t=80$ millihartree (mHa). Then $D=2\sqrt{60^2+80^2}=200$ mHa, $E_0=-100$ mHa and $\varphi=0.4636$ rad.

For $\theta=0.10$ the trial amplitudes are $T_L=0.8453$ and $T_R=0.5343$. Applying $H$ directly gives the local energies

$$
\begin{aligned}
E_{\rm loc}(L)&=-60-80\times\frac{0.5343}{0.8453}=-110.6\ \text{mHa},\\
E_{\rm loc}(R)&=60-80\times\frac{0.8453}{0.5343}=-66.6\ \text{mHa}.
\end{aligned}
$$

They differ by $44.0$ mHa. A quantity with two values, taken with probabilities $p$ and $1-p$, has variance $p(1-p)$ times the squared difference. The probability of $L$ is $0.7146$ in trial sampling and $0.7599$ in mixed sampling. With the unrounded difference $43.99$ mHa,

$$
\begin{aligned}
\sigma_T^2&=0.7146\times0.2854\times43.99^2\approx395\ \text{mHa}^2,\\
\sigma_M^2&=0.7599\times0.2401\times43.99^2\approx353\ \text{mHa}^2 .
\end{aligned}
$$

The leading-order law gives $(200\times0.10)^2=400\ \text{mHa}^2$. The trial energy lies only $2.0$ mHa above $E_0$, while the standard deviation in trial sampling is about $20$ mHa. For an error bar of $0.1$ mHa, mixed sampling needs $353.1/0.1^2\approx35\,300$ independent samples.

The three trial states compare as follows, with variances in mHa²:

| $\theta$ (rad) | $\sigma_T^2$ | $\sigma_M^2$ | $D^2\theta^2$ | samples for 0.1 mHa |
|---|---|---|---|---|
| 0.20 | 1516.5 | 1301.4 | 1600 | 130 000 |
| 0.10 | 394.7 | 353.1 | 400 | 35 300 |
| 0.05 | 99.7 | 93.4 | 100 | 9 300 |

Successive halvings of $\theta$ reduce $\sigma_T^2$ by factors of 3.84 and 3.96, and $\sigma_M^2$ by 3.69 and 3.78. The mixed variance approaches the factor 4 more slowly because its first correction is linear in $\theta$. Expanding the fraction in (4),

$$
\frac{\sin2\varphi}{\sin2(\varphi+\theta)}=1-2\theta\cot2\varphi+O(\theta^2)=1-1.5\,\theta+O(\theta^2),
$$

since $\cot2\varphi=h/t=0.75$. This linear term alone would give factors of 3.29 and 3.68, so higher orders still matter at these angles. In (2) the relative correction starts at $\theta^2$.

For weighted paths, choose $\tau=0.02\ \text{mHa}^{-1}$, so that $D\tau=4$. The relative variance of the weights is $0.201$, $0.052$ and $0.014$ for the three angles in decreasing order. Equation (6) predicts that independent estimates from 400 paths each should scatter with standard deviations of $1.834$, $0.915$ and $0.472$ mHa. Simulated hopping paths give $1.867$, $0.915$ and $0.465$ mHa. For these positive angles the error bar does halve, approximately, with the trial error. Errors of the other sign are further from the leading-order law: for $\theta=-0.20$, $-0.10$ and $-0.05$, (6) gives $4.40$, $1.26$ and $0.55$ mHa, which fall by factors of 3.5 and 2.3.

The squared path noise falls by factors of 4.01 and then 3.76. The first value, so close to 4, does not show that $\theta=0.20$ is already in the leading-order regime. The predicted $s^2=400\times1.834^2\approx1345\ \text{mHa}^2$ is about 16% below $D^2\theta^2$ there, and a nearly equal percentage below it at $\theta=0.10$, so the correction drops out of the ratio. Near $\theta=0.001$ the computed powers of $\theta$ for both variances, for $s^2$ and for the weight variance all lie within $0.005$ of 2.

The simulated mean energies test the bias (5) less sharply. At $\theta=0.10$ the predicted bias is $0.037$ mHa, while the simulation gives $-0.014\pm0.020$ mHa, a difference of 2.5 standard errors. This is a rather large deviation, though within the five standard errors allowed by the numerical check. At the other two angles the difference is below one standard error. These runs confirm the size of the noise; they do not resolve the small bias at $\theta=0.10$, nor at $\theta=0.05$, where the predicted $0.009$ mHa is below the standard error of $0.011$ mHa.

## What "better" must mean with more levels

In a two-level system there is one possible contamination, so one angle describes the trial error. With more levels, write $|T\rangle=\cos\theta|0\rangle+\sin\theta|e\rangle$, where $|e\rangle$ is normalized and orthogonal to $|0\rangle$ but need not be an eigenstate. Because $(H-E_0)|0\rangle=0$,

$$
\begin{aligned}
\langle T|(H-E_0)^2|T\rangle&=\sin^2\theta\,\langle e|(H-E_0)^2|e\rangle,\\
\langle T|(H-E_0)|T\rangle&=\sin^2\theta\,\langle e|(H-E_0)|e\rangle .
\end{aligned}
$$

For trial sampling with nonzero amplitudes the variance is the first line minus the square of the second:

$$
\sigma_T^2=\sin^2\theta\,\langle e|(H-E_0)^2|e\rangle-\sin^4\theta\,\langle e|(H-E_0)|e\rangle^2 .
$$

If $|e\rangle$ is held fixed and the first expectation value is finite, the law is still quadratic in $\theta$. The coefficient, however, weights each contaminating level by its squared excitation energy.

Overlap with the ground state therefore does not decide the noise by itself. Consider levels at 0, 200 and 1000 mHa. An angle of $0.10$ into the middle level gives a variance of $395\ \text{mHa}^2$. An angle of $0.05$ into the top level gives $2492\ \text{mHa}^2$, although the overlap with the ground state is better. The leading-order amplitudes explain the order: $200\times0.10=20$ mHa against $1000\times0.05=50$ mHa. To leading order in $\theta$, a trial state lowers the variance of the local energy in trial sampling, and so the noise of independent samples, when it reduces the contamination multiplied by its excitation energy, summed in squares over the levels, since this product is what the local energy displays. In mixed sampling the same rule needs all ground-state amplitudes to be nonzero. Beyond leading order the rule can fail: in the two-level model, (4) gives $480\ \text{mHa}^2$ at $\theta=-0.10$ but $423\ \text{mHa}^2$ at $\theta=+0.11$. The rule also does not carry over to samples taken in succession along one guided walk. A contamination of amplitude $c$ and excitation energy $\Delta E$ stays correlated for a time of about $1/\Delta E$, so to leading order the variance of an average over a long walk time $\mathcal T$ is $2c^2\Delta E/\mathcal T$. By this measure an angle of $0.03$ into the top level ($2c^2\Delta E=1.8$ mHa) is quieter than an angle of $0.10$ into the middle level ($4.0$ mHa), although its variance, $899\ \text{mHa}^2$, is the larger.

## Numbers as computed

```
h, t = 60, 80 mHa
E0, E1 = -100.0, 100.0 mHa
gap D = 200.0 mHa
phi = 0.4636 rad
ground amplitudes L, R = 0.8944, 0.4472
tau = 0.020 1/mHa, D*tau = 4.0
simulation: 2000 batches of 400 paths per theta
theta = 0.20 rad
  trial amplitudes L, R = 0.7878, 0.6160
  E_loc(L), E_loc(R) = -122.557, -42.306 mHa
  P(L) trial, mixed = 0.6206, 0.7189
  E_T - E0 = 7.894 mHa
  variance, trial sampling = 1516.5 mHa^2
  variance, mixed sampling = 1301.4 mHa^2
  (D*theta)^2 = 1600.0 mHa^2
  mixed samples for 0.1 mHa error = 130142
  relative weight variance = 0.2008
  E(tau)-E0 exact, sim = 0.1504, 0.1371 +- 0.0410 mHa
  batch scatter predicted, sim = 1.834, 1.867 mHa
theta = 0.10 rad
  trial amplitudes L, R = 0.8453, 0.5343
  E_loc(L), E_loc(R) = -110.563, -66.574 mHa
  P(L) trial, mixed = 0.7146, 0.7599
  E_T - E0 = 1.993 mHa
  variance, trial sampling = 394.7 mHa^2
  variance, mixed sampling = 353.1 mHa^2
  (D*theta)^2 = 400.0 mHa^2
  mixed samples for 0.1 mHa error = 35309
  relative weight variance = 0.0523
  E(tau)-E0 exact, sim = 0.0369, -0.0144 +- 0.0205 mHa
  batch scatter predicted, sim = 0.915, 0.915 mHa
theta = 0.05 rad
  trial amplitudes L, R = 0.8710, 0.4914
  E_loc(L), E_loc(R) = -105.133, -81.804 mHa
  P(L) trial, mixed = 0.7586, 0.7800
  E_T - E0 = 0.500 mHa
  variance, trial sampling = 99.7 mHa^2
  variance, mixed sampling = 93.4 mHa^2
  (D*theta)^2 = 100.0 mHa^2
  mixed samples for 0.1 mHa error = 9339
  relative weight variance = 0.0138
  E(tau)-E0 exact, sim = 0.0092, 0.0107 +- 0.0106 mHa
  batch scatter predicted, sim = 0.472, 0.465 mHa
Reduction factors, theta 0.20->0.10 and 0.10->0.05:
  trial variance: 3.842, 3.960
  mixed variance: 3.686, 3.781
  path noise squared: 4.015, 3.761
  weight variance: 3.840, 3.780
Powers of theta near 0.001 rad (same order):
  2.0000, 1.9978, 1.9958, 1.9970
Three levels at 0, 200, 1000 mHa, trial sampling:
  theta 0.10 into middle level: variance 394.7 mHa^2
  theta 0.05 into top level: variance 2491.7 mHa^2
```
